Fourth-Power Decay of a Small Corrugation by Surface Diffusion

FIRST HALF: FROM SURFACE ENERGY TO THE DECAY LAW

1. What goes wrong without the law

A film has come out of a deposition or etching step with a shallow corrugation, and an anneal is to flatten it. How long must the anneal last? A first guess is the time in which an atom diffuses across one period λ, of the order of λ²/D_s, where D_s is the surface diffusivity. For the nickel example of the second half, with λ = 400 nm and D_s = 6.3×10⁻¹⁴ m²/s, this guess gives

(4×10⁻⁷ m)²/(6.3×10⁻¹⁴ m²/s) ≈ 2.5 s.

The model derived below gives 532 s for the amplitude to fall by a factor e. The guess is wrong by a factor of about 200, and it also scales wrongly. If the period is doubled at the same temperature, the guess asks for four times the time, but the model asks for sixteen times.

The guess fails because it treats the corrugation as a concentration that spreads by itself. Atoms do wander quickly over the surface, but on a flat surface equally many go each way. A net flow from crest to trough needs a driving force, which comes from the energy of the curved surface. On a gentle corrugation that force is small, and it weakens further as the period grows.

2. The surface and the assumptions

Let x run across the grooves and let the surface height be h(x,t). Nothing varies along the grooves. The profile of interest is

h(x,t) = h₀ + a(t) cos(kx), k = 2π/λ.

The amplitude a is measured from the mean height to a crest. "Nearly flat" means that the largest slope, ka, is much less than one. The film is also much thicker than a, so that the troughs stay far from the substrate.

The surface energy γ is the work needed to create unit area of surface. In the basic model it doesn't depend on orientation. Atoms move along the surface only: nothing is deposited, etched or evaporated during the anneal, and transport through the bulk is neglected. Stress and grain boundaries are absent at first. The second half estimates what they do.

Subscripts x and t on h denote partial derivatives. The curvature K is counted positive on a crest.

3. The energy cost of adding an atom

Per unit length along the grooves, the surface energy is

E = γ ∫ √(1 + h_x²) dx,

because a surface element above dx has length √(1 + h_x²) dx. Change the height by a small δh(x). The slope changes by δh_x, and to first order

δE = γ ∫ [h_x/√(1 + h_x²)] δh_x dx.

Integrate by parts. The end terms cancel for a periodic profile, or vanish if δh is confined to a small region:

δE = −γ ∫ ∂_x[h_x/√(1 + h_x²)] δh dx.

The derivative in the integrand is

∂_x[h_x/√(1 + h_x²)]
= h_xx/(1 + h_x²)^(1/2) − h_x² h_xx/(1 + h_x²)^(3/2)
= h_xx/(1 + h_x²)^(3/2).

With the definition

K = −h_xx/(1 + h_x²)^(3/2)

the energy change becomes δE = γ ∫ K δh dx. The integral of δh is the added volume per unit length of groove. One atom adds the atomic volume Ω, so adding it where the curvature is K costs

μ = γΩK.

This is the chemical potential relative to a flat surface. On a crest h_xx is negative, K is positive and μ is positive: an atom there costs more than on a flat surface. In a trough it costs less. Atoms therefore tend to leave crests and settle in troughs.

4. From chemical potential to flux

The mobile atoms are adatoms, which sit on top of the surface layer. Let c be their number per area, c₀ its equilibrium value on a flat surface, and D_a their diffusivity. When adatoms are dilute, their chemical potential relative to the flat surface is k_BT ln(c/c₀). If they exchange atoms quickly with the solid beneath them, this must equal μ, so

c = c₀ exp(μ/k_BT).

Fick's law along the arc length s of the surface gives the flux J, the number of adatoms crossing unit length of a line per unit time:

J = −D_a ∂c/∂s = −(D_a c₀/k_BT) exp(μ/k_BT) ∂μ/∂s.

On a gentle corrugation μ is much smaller than k_BT. In the nickel example the largest ratio is 2.7×10⁻³. The exponential may then be replaced by one.

Let ν be the number of surface sites per area, and define

D_s = D_a c₀/ν.

This mass-transfer diffusivity is the adatom diffusivity times the fraction of sites that hold an adatom. If both factors are thermally activated, the activation energy of D_s is the energy to form an adatom plus its hopping barrier. The flux becomes

J = −(D_s ν/k_BT) ∂μ/∂s.

The minus sign sends atoms towards lower μ, from crests to troughs.

5. Conservation of atoms

Consider the column of solid between x and x + dx, with unit length along the grooves. Atoms enter at the rate J(x) and leave at the rate J(x + dx). Each brings the volume Ω, so

h_t dx = Ω[J(x) − J(x + dx)],

and therefore

h_t = −Ω ∂J/∂x.

No slope factor appears here, because the column has a fixed width dx. A slope factor does enter the flux, where the derivative along the surface is

∂/∂s = (1 + h_x²)^(−1/2) ∂/∂x.

Insert μ = γΩK and collect the constants:

h_t = B ∂_x[(1 + h_x²)^(−1/2) ∂_x K],

B = D_s γ ν Ω²/(k_BT).

One factor Ω comes from the chemical potential and the other from converting atoms into volume. The units of B are (m²/s)(J/m²)(m⁻²)(m⁶)/J = m⁴/s, as a fourth-order equation requires.

The right-hand side is a derivative in x. Its integral over one period is zero, so the mean height h₀ stays constant. The corrugation flattens by moving material, not by losing it.

6. The fourth-power law

For small slope, K = −h_xx and (1 + h_x²)^(−1/2) = 1, with relative errors of order h_x². The equation becomes linear:

h_t = −B h_xxxx.

Now insert the cosine. Two derivatives turn cos(kx) into −k² cos(kx), and four turn it into +k⁴ cos(kx). Hence

da/dt = −B k⁴ a,

a(t) = a(0) exp(−B k⁴ t).

The lifetime, in which the amplitude falls by a factor e, is

τ = 1/(B k⁴) = λ⁴/(16π⁴B).

The four powers of k have two sources. Curvature supplies k²: for a given amplitude, a shorter wave is more sharply bent. Transport supplies the other k²: a shorter wave has a steeper gradient of μ, and the atoms that flow have a shorter stretch of surface to fill.

The law also shows why the guess of section 1 was far too short. Divide the decay rate by D_s k²:

B k⁴/(D_s k²) = γνΩ²k²/(k_BT).

For the nickel example this ratio is about 1.2×10⁻⁴. It is small for two reasons. The curved surface biases the wandering of its atoms only weakly, since μ/(k_BT) is at most 2.7×10⁻³. In addition, D_s counts the atoms of a single surface layer, of thickness νΩ = 0.22 nm, while the corrugation has an amplitude of 5 nm. The product 2.7×10⁻³ × 0.22/5 gives the ratio above. The guess λ²/D_s equals 4π²/(D_s k²), so it is 4π² × 1.2×10⁻⁴ ≈ 0.005 of the lifetime. This is the factor of about 200 found in section 1.

Because the equation is linear, a profile made of several waves decays wave by wave, each at its own rate. Short waves vanish first, and what remains of a rough profile looks smoother and longer.

The same holds for roughness in two directions. For small slopes the energy above that of the flat surface is (γ/2)∫|∇h|² dx dy, which gives μ = −γΩ∇²h by the same integration by parts. The flux is proportional to −∇μ, and conservation gives

h_t = −B ∇²(∇²h).

A wave with wavevector (k_x, k_y) then decays at the rate B(k_x² + k_y²)². Only the length of the wavevector matters, because neither γ nor D_s was allowed to depend on direction.

7. When exchange with the solid is slow

Section 4 assumed that adatoms and solid are in local equilibrium. To see what this requires, let an adatom join the solid at the rate r. Write the adatom density as c₀ + c₁(t) cos(kx). Equilibrium with the corrugation would need c₁ = g a, with

g = c₀γΩk²/(k_BT).

Diffusion and exchange then give

dc₁/dt = −D_a k² c₁ − r(c₁ − g a),

da/dt = Ω r(c₁ − g a).

This pair has two decay rates. Their sum is minus the trace of the coefficient matrix, and their product is its determinant:

sum = D_a k² + r + Ω r g,

product = (D_a k² + r)Ω r g − Ω r² g = Ω g D_a k² r.

The number Ωg compares the volume stored as extra adatoms with the corrugation itself. When it is very small, one rate is much slower than the other, and the slow one is close to product/sum:

slow rate = Ω g D_a k² r/(r + D_a k²) = B k⁴/(1 + D_a k²/r).

The last step uses D_a c₀ = D_s ν, so that Ω g D_a k² = D_s ν γ Ω² k⁴/(k_BT) = B k⁴. Numerical eigenvalues for Ωg = 10⁻⁶ and r/(D_a k²) = 1000, 1 and 0.01 agree with this formula to one part in a thousand.

Fast exchange, r ≫ D_a k², gives the fourth-power law. Slow exchange gives the rate B r k²/D_a, which is proportional to k². The condition is hardest to meet for short waves, since diffusion across them is quick and exchange becomes the bottleneck.

8. The first correction for finite slope

The full equation of section 5 also tells how a larger slope changes the rate. Write θ = kx and s = ka, so that h_x = −s sin θ and h_xx = −ks cos θ. Keep terms up to s³. The curvature is

K = ks cos θ [1 − (3/2)s² sin²θ].

With cos θ sin²θ = (cos θ − cos 3θ)/4,

K = ks[cos θ − (3/8)s²(cos θ − cos 3θ)],

∂_x K = k²s[−sin θ + (3/8)s²(sin θ − 3 sin 3θ)].

The factor (1 + h_x²)^(−1/2) is 1 − (1/2)s² sin²θ. Multiplying −sin θ by it adds

(1/2)s² sin³θ = (3/8)s² sin θ − (1/8)s² sin 3θ.

The coefficient of sin θ is now −1 + (3/8)s² + (3/8)s² = −(1 − (3/4)s²). A further derivative in x, times B, gives the part of h_t proportional to cos θ:

da/dt = −B k⁴ a [1 − (3/4)k²a²].

A steeper corrugation thus decays slightly more slowly than the linear law says. The terms in 3θ create a small third harmonic of order s²a. Its effect back on a is of relative order s⁴, beyond the order kept here.


SECOND HALF: A NICKEL FILM AND THE LIMITS OF THE LAW

9. What is carried over

The profile is h = h₀ + a cos(kx) with period λ = 2π/k. The symbols γ, Ω, ν and D_s are the surface energy, the atomic volume, the density of surface sites and the mass-transfer diffusivity. An atom added where the curvature is K costs μ = γΩK, with K positive on a crest. For small slope

h_t = −B h_xxxx, B = D_s γ ν Ω²/(k_BT),

so a decays at the rate Bk⁴ with lifetime τ = 1/(Bk⁴). The first correction for finite slope multiplies the rate by 1 − (3/4)k²a².

10. The example in numbers

Take a nickel film annealed at 700 K, with a corrugation of period 400 nm and amplitude 5 nm. The region considered lies inside one large grain whose surface is thermally rough, meaning that it has no flat facets. The material parameters are rough typical values: lattice parameter 0.35 nm, surface energy 2 J/m², and a diffusivity with prefactor 10⁻⁶ m²/s and activation energy 1.0 eV.

The cubic cell of fcc nickel holds four atoms, so

Ω = (0.35 nm)³/4 = 0.01072 nm³.

For the site density take ν = Ω^(−2/3) = 20.57 nm⁻², a simple estimate that belongs to no particular facet and lies about 9 % above the density of the closest-packed plane. At 700 K the thermal energy is 9.66×10⁻²¹ J, and 1.0 eV is 16.58 times as large. Therefore

D_s = 10⁻⁶ m²/s × exp(−16.58) = 6.31×10⁻¹⁴ m²/s.

In SI units,

B = (6.31×10⁻¹⁴)(2.0)(2.057×10¹⁹)(1.072×10⁻²⁹)²/(9.66×10⁻²¹)
= 3.09×10⁻³² m⁴/s,

which is 3.09×10⁴ nm⁴/s. The wavenumber is k = 2π/(400 nm) = 0.01571 nm⁻¹, and

Bk⁴ = (3.09×10⁴ nm⁴/s)(0.01571 nm⁻¹)⁴ = 1.88×10⁻³ s⁻¹.

The lifetime is 532 s, or 8.9 minutes. After 600 s the linear law leaves an amplitude of 1.62 nm. At the same temperature, a period of 200 nm has a lifetime of 33 s, and a period of 800 nm one of 8510 s, which is about 2.4 hours. These digits follow from the chosen inputs. Section 15 shows how little the inputs themselves fix them.

11. A surface evolved from its energy

The law can be tested without using the equation for h or the coefficient B. Represent the surface by heights at equally spaced points. Obtain the chemical potential from the change of total surface length when one height changes, the flux from the difference of chemical potential between neighbours, and the new heights from the balance of atoms in each column.

Four waves, each of amplitude 0.02 nm, were superposed in a box of 1200 nm with 192 points and followed for 532 s. For the periods 1200, 600, 400 and 300 nm the simulated decay rates were 2.321×10⁻⁵, 3.711×10⁻⁴, 1.877×10⁻³ and 5.925×10⁻³ s⁻¹. The formula gives 2.321×10⁻⁵, 3.714×10⁻⁴, 1.880×10⁻³ and 5.942×10⁻³ s⁻¹. The fitted exponent of k is 3.998.

The small shortfall comes from the grid. On points a distance d apart, a second difference multiplies a cosine by

−(4/d²) sin²(kd/2) ≈ −k²[1 − (kd)²/12].

Two such differences lower the rate by the fraction (kd)²/6. With d = 6.25 nm and a period of 300 nm this is 0.29 %, close to the 0.28 % seen.

A second run started from the full amplitude of 5 nm. The peak slope is ka = 0.0785, so the initial rate is lowered by (3/4)(0.0785)² = 0.46 %. To follow this correction in time, put u = a² and q₀ = (3/4)k². The equation of section 8 becomes

du/dt = −2Bk⁴ u(1 − q₀u).

Since d/dt ln[u/(1 − q₀u)] = (du/dt)/[u(1 − q₀u)] = −2Bk⁴, the ratio u/(1 − q₀u) decays exponentially. Solving for a gives

a(t) = a(0) e^(−t/τ)/√{1 − q₀a(0)²[1 − e^(−2t/τ)]}.

After one lifetime the linear law gives 1.8394 nm, this formula 1.8431 nm and the simulation 1.8434 nm. Finite slope is therefore unimportant here.

12. Surface energy that depends on orientation

In a crystal γ depends on the surface angle θ, where tan θ = h_x = p. The energy per dx is f(p) = γ(θ)√(1 + p²). The variation of section 3 now gives δE = −∫ f''(p) h_xx δh dx. With dθ/dp = 1/(1 + p²), and with primes on γ denoting derivatives in θ,

f' = (γ' + γp)/(1 + p²)^(1/2),

f'' = [γ'' + γ'p + γ − γ'p]/(1 + p²)^(3/2) = (γ + γ'')/(1 + p²)^(3/2).

In the second line, γ'' and +γ'p come from differentiating γ' and γ, while γ and −γ'p come from differentiating the explicit powers of p. The surface energy in μ is thus replaced by the stiffness γ + γ''.

Take γ(θ) = γ₀(1 + ε cos 4θ) and a mean surface at θ = 0. There γ'' = −16εγ₀, so the stiffness is γ₀(1 − 15ε). A variation of ε = 0.01 lowers the decay rate by 15 %. At θ = 45° the cosine is −1 and the rate rises by 15 % instead, for the same D_s. A small anisotropy of energy has a large effect because two derivatives in angle multiply it by sixteen.

On a facet γ has a cusp, γ'' doesn't exist, and the fourth-power law loses its basis. This is why the example requires a rough orientation.

13. Stress in the film

A deposited film can be under stress. At 700 K a metal film can relax part of it by plastic flow, so the constant stress used here is an assumption. Let the flat film carry an equal stress σ in both in-plane directions, and let film and substrate be isotropic with the same Young's modulus Y and Poisson ratio ν_P. Let y point upwards from the mean surface.

The corrugation disturbs the stress. Write the disturbance with a function φ as σ_xx = φ_yy, σ_yy = φ_xx and σ_xy = −φ_xy, which balances all forces. Elastic compatibility requires ∇²∇²φ = 0. A free surface carries no force, so to first order in a, at y = 0,

σ_yy = 0, σ_xy = σh_x = −σka sin(kx).

The function φ = C y e^(ky) cos(kx) fades with depth. It satisfies the compatibility condition, being y times a harmonic function. It gives σ_yy = 0 at y = 0, and there σ_xy = kC sin(kx). Hence C = −σa, and the change of stress along the surface is

δσ_xx = φ_yy = 2kC cos(kx) = −2σka cos(kx).

Crests are relaxed and troughs are loaded more heavily. Strain along the grooves cannot change, so δσ_zz = ν_P δσ_xx and

δε_xx = (δσ_xx − ν_P δσ_zz)/Y = (1 − ν_P²)δσ_xx/Y.

The elastic energy density at the surface changes by σδε_xx. An atom added there must take on this energy. The readjustment of the rest of the solid costs nothing to first order, because the solid is in equilibrium. The varying part of the chemical potential becomes

μ = Ω[γk² − 2(1 − ν_P²)σ²k/Y] a cos(kx) = γΩk²(1 − k_c/k) a cos(kx),

k_c = 2(1 − ν_P²)σ²/(Yγ).

The decay rate is Bk⁴(1 − k_c/k). Tension and compression act alike, since σ enters squared. For σ = 0.5 GPa, Y = 200 GPa and ν_P = 0.3,

k_c = 2(0.91)(0.5×10⁹)²/[(200×10⁹)(2.0)] m⁻¹ = 0.00114 nm⁻¹.

This lowers the rate of the 400 nm wave by 0.00114/0.01571, or 7.2 %. For waves longer than 2π/k_c, about 5.5 μm, the sign reverses: in this model they grow.

14. Grain boundaries and thermal noise

Where a grain boundary meets the surface, its energy γ_gb pulls the surface down. Balance of forces requires γ_gb = 2γ sin θ, so for small angles the surface leaves the boundary with slope m = γ_gb/(2γ). With γ_gb = 0.8 J/m², m = 0.20.

The linear equation gives the depth of the resulting groove. Put the boundary at x = 0 and start from a flat surface at h = 0. By symmetry no atoms cross x = 0, so h_xxx = 0 there, while h_x = m. Define H(q,t) = ∫ h cos(qx) dx from 0 to ∞. Four integrations by parts, with h and its derivatives vanishing far away, give

∫ h_xxxx cos(qx) dx = −h_xxx(0) + q²h_x(0) + q⁴H = q²m + q⁴H.

Therefore H_t = −B(q²m + q⁴H), and with H = 0 at the start

H = −(m/q²)[1 − exp(−Bq⁴t)].

The height at the boundary is h(0,t) = (2/π)∫ H dq. Substitute u = q(Bt)^(1/4):

depth = (2m/π)(Bt)^(1/4) ∫ (1 − e^(−u⁴))u⁻² du.

Integration by parts turns the integral into ∫ 4u² e^(−u⁴) du, and v = u⁴ turns that into ∫ v^(−1/4) e^(−v) dv = Γ(3/4). So

depth = (2/π)Γ(3/4) m (Bt)^(1/4) = 0.780 m (Bt)^(1/4).

A direct numerical solution on a grid gives the coefficient 0.7803, against 0.7801 from the formula.

At t = τ the length (Bt)^(1/4) equals 1/k = 64 nm, and the depth is 0.780 × 0.20 × 64 nm = 9.9 nm. In one lifetime the corrugation falls from 5 nm to 1.8 nm, while a groove about twice as deep as the original amplitude opens at each boundary. The same anneal that smooths the interior of a grain roughens its edges. The displaced material forms a ridge about 2.5 nm high some 150 nm from the boundary, taller than the wave that remains, and the disturbance falls below a tenth of that wave only beyond about 400 nm. The simple decaying cosine describes the surface only farther from a boundary than this.

Thermal noise sets a floor to the smoothing of each wave, and all waves together leave a larger roughness than this one alone. On an area A the corrugation costs the energy Aγ⟨h_x²⟩/2 = Aγk²a²/4, where the brackets denote the average over a period. This is quadratic in a, so in equilibrium its mean is k_BT/2, and

a_rms = √[2k_BT/(γk²A)].

For A = λ² this is 0.0156 nm. The linear law would reach it from 5 nm only after ln(5/0.0156) ≈ 5.8 lifetimes, so noise doesn't matter during the first few.

15. The model beside a real nickel film

The surface energy, elastic constants and lattice parameter are of the right size for nickel. The diffusivity is the weak point. With the prefactor held fixed, an error of 0.1 eV in the activation energy changes the lifetime at 700 K by a factor exp(0.1 eV/k_BT) = 5.25. For that error alone the 532 s could be anything from about 100 s to about 2800 s. The 0.1 eV is an illustration, not a bound: measured diffusivities of nickel surfaces depend on orientation and direction in both prefactor and activation energy, and extrapolated to 700 K they can differ from the value used here by one or two orders of magnitude. This exceeds the effects of slope, smooth anisotropy and stress found above. Impurities left by the deposition chemistry can alter the diffusivity as well, and the model has no term for them.

The geometry is also a favourable case. A thin deposited film can be polycrystalline, with grains much smaller than 400 nm. The assumption of a single grain then fails, and grooving may control the final roughness. The depth of 9.9 nm doesn't carry over to such small grains, because it belongs to a boundary far from any other. Where boundaries are close, neighbouring grooves meet and stop deepening once the surface between them has the same curvature everywhere. For parallel boundaries a distance L apart and small slopes, this final profile is h = mx(1 − x/L), measured from the boundary at x = 0. Its mean is mL/6, so the grooves end at a depth mL/6 below the mean height. For L = 100 nm and m = 0.20 this is 3.3 nm. That is the final depth for equally spaced boundaries once the corrugation has gone, not a safe film thickness. These grooves saturate within seconds, so a boundary in a trough of the 5 nm wave reaches about 8 nm below the mean height early in the anneal. Unequal grains also deepen the grooves: fixed boundaries with alternating spacings of 50 and 150 nm end at 5.8 nm, and the triple junctions of hexagonal grains 100 nm across at 3.9 nm. The example fits better to an epitaxial film or to a coarse-grained one with a patterned surface, provided that the surface orientation is thermally rough. The low-index (111) and (100) planes, which nickel films often expose, form facets at 700 K, and (110) is expected to do so as well. The law can't be relied on there; a thermally rough surface at this temperature means a high-index orientation.

The ratio of two lifetimes is more reliable than either alone. For two periods on the same surface, with grooves in the same direction and at the same temperature, B cancels and the ratio is the fourth power of the ratio of periods. This holds while both waves have small slope, fast exchange, negligible stress and no nearby grain boundary or facet. One measured decay then predicts the other without knowledge of D_s. The numerical output below lists the main values used in this half.

Numbers as computed

```
Temperature: 700 K
Thermal energy k_B*T: 9.6645e-21 J
Lattice parameter: 0.35 nm
Surface energy: 2.0 J/m^2
Diffusivity prefactor: 1.0e-06 m^2/s
Activation energy: 1.00 eV
Corrugation period: 400 nm
Initial amplitude: 5.0 nm
Atomic volume: 0.01072 nm^3
Surface site density: 20.57 nm^-2
Surface diffusivity: 6.314e-14 m^2/s
Coefficient B: 3.088e-32 m^4/s
Coefficient B: 3.088e+04 nm^4/s
Wavenumber: 0.01571 nm^-1
Decay rate: 1.880e-03 s^-1
Lifetime: 532 s
Lifetime: 8.86 min
Lifetime at period 200 nm: 33.2 s
Lifetime at period 800 nm: 8510.4 s
Amplitude after 600 s: 1.62 nm
Period 1200 nm: simulated rate 2.3206e-05 s^-1, B*k^4 2.3211e-05 s^-1
Period 600 nm: simulated rate 3.7110e-04 s^-1, B*k^4 3.7137e-04 s^-1
Period 400 nm: simulated rate 1.8770e-03 s^-1, B*k^4 1.8801e-03 s^-1
Period 300 nm: simulated rate 5.9250e-03 s^-1, B*k^4 5.9419e-03 s^-1
Simulated exponent of k: 3.9982
Amplitude after one lifetime, linear law: 1.8394 nm
Amplitude after one lifetime, with slope term: 1.8431 nm
Amplitude after one lifetime, simulated: 1.8434 nm
Peak chemical potential over k_B*T: 2.74e-03
Peak slope k*a: 0.0785
Initial rate reduction by finite slope: 0.46 %
Anisotropy coefficient: 0.01
Rate reduction by anisotropy: 15 %
Film stress: 0.5 GPa
Young modulus: 200 GPa
Poisson ratio: 0.3
Stress wavenumber k_c: 0.00114 nm^-1
Rate reduction by stress: 7.2 %
Grain-boundary energy: 0.8 J/m^2
Groove slope m: 0.20
Groove coefficient, formula: 0.7801
Groove coefficient, simulated: 0.7803
Groove depth after one lifetime: 9.9 nm
Thermal rms amplitude on one square period: 0.0156 nm
Activation-energy error considered: 0.1 eV
Lifetime factor for that error: 5.25
```
